# Bethe Asymptotic Cross Section for Excitation by Fast Electrons: a program that tests the result

```python
# Bethe asymptotic cross section for exciting an atom by a fast electron.
# Result under test (hartree atomic units, first Born approximation):
#   sigma = (A ln E + B)/E + C/E^2 + ...,   A = pi f0/w,
#   B = (pi/w)(f0 ln(2/w^2) + L),           C = -(pi/2)(f0 + w f1).
# E: projectile energy; w: excitation energy; q: momentum transfer;
# f(q) = f0 + f1 q^2 + ...: generalized oscillator strength (GOS);
# L = int_0^1 (f-f0) d ln q^2 + int_1^inf f d ln q^2.
# Target: hydrogen 1s, final levels summed over magnetic sublevels.
import numpy as np
from scipy.special import spherical_jn, roots_laguerre
from scipy.constants import physical_constants, fine_structure


def composite_nodes(start, stop, panels, order):
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(start, stop, panels + 1)
    half = np.diff(edges)[:, None] / 2
    middle = (edges[:-1] + edges[1:])[:, None] / 2
    return (middle + half * x).ravel(), (half * w).ravel()


def ground(r):
    return 2 * np.exp(-r)


# name: (principal number, orbital number, radial function)
LEVELS = {
    "2s": (2, 0, lambda r: (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)),
    "2p": (2, 1, lambda r: r * np.exp(-r / 2) / np.sqrt(24)),
    "3s": (3, 0, lambda r: 2 / np.sqrt(27)
           * (1 - 2 * r / 3 + 2 * r**2 / 27) * np.exp(-r / 3)),
    "3p": (3, 1, lambda r: 8 / (27 * np.sqrt(6))
           * r * (1 - r / 6) * np.exp(-r / 3)),
    "3d": (3, 2, lambda r: 4 / (81 * np.sqrt(30))
           * r**2 * np.exp(-r / 3)),
}
RADIUS, RADIUS_WEIGHT = composite_nodes(0, 40, 100, 32)


def excitation_energy(name):
    return 0.5 * (1 - 1 / LEVELS[name][0]**2)


def overlap_density(name, r):
    return ground(r) * LEVELS[name][2](r)


def radial_moment(name, power):
    return np.sum(RADIUS_WEIGHT * overlap_density(name, RADIUS)
                  * RADIUS**(2 + power))


def radial_form_factor(name, q):
    ell = LEVELS[name][1]
    weight = RADIUS_WEIGHT * overlap_density(name, RADIUS) * RADIUS**2
    return weight @ spherical_jn(ell, np.outer(RADIUS, q))


def squared_form_factor(name, q):
    return (2 * LEVELS[name][1] + 1) * radial_form_factor(name, q)**2


def gos(name, q):
    return 2 * excitation_energy(name) * squared_form_factor(name, q) / q**2


def born_cross_section(energy, name, q_cut=None):
    """Angular integral of the Born cross section, optionally q < q_cut."""
    w = excitation_energy(name)
    k, k_out = np.sqrt(2 * energy), np.sqrt(2 * (energy - w))
    q_min = 2 * w / (k + k_out)
    theta_max = np.pi
    if q_cut is not None:
        theta_max = 2 * np.arcsin(
            np.sqrt((q_cut**2 - q_min**2) / (4 * k * k_out)))
    scale = w / (2 * energy)
    t, wt = composite_nodes(0, np.arcsinh(theta_max / scale), 6, 20)
    theta = scale * np.sinh(t)
    q = np.sqrt(q_min**2 + 4 * k * k_out * np.sin(theta / 2)**2)
    differential = k_out / k * 4 * squared_form_factor(name, q) / q**4
    return np.sum(wt * scale * np.cosh(t) * 2 * np.pi
                  * np.sin(theta) * differential)


def bethe_coefficients(name):
    w, ell = excitation_energy(name), LEVELS[name][1]
    f0 = 0.0
    if ell == 1:
        f0 = 2 * w * radial_moment(name, 1)**2 / 3
        f1 = -2 * w * radial_moment(name, 1) * radial_moment(name, 3) / 15
    else:
        f1 = 2 * w * radial_moment(name, 2)**2 / {0: 36, 2: 45}[ell]
    q, wq = composite_nodes(0, 1, 4, 16)
    log_q, wl = composite_nodes(0, np.log(30), 4, 16)
    L = (np.sum(2 * wq * (gos(name, q) - f0) / q)
         + np.sum(2 * wl * gos(name, np.exp(log_q))))
    return {"f0": f0, "f1": f1, "L": L, "A": np.pi * f0 / w,
            "B": np.pi / w * (f0 * np.log(2 / w**2) + L),
            "C": -np.pi / 2 * (f0 + w * f1)}


def transition_potential(name, R):
    """Radial multipole of the Coulomb potential of the overlap density."""
    n, ell, _ = LEVELS[name]
    s, ws = roots_laguerre(20)
    decay = 1 + 1 / n
    r = np.asarray(R)[..., None] + s / decay
    base = ws * np.exp(s) * overlap_density(name, r) / decay
    outside_high = np.sum(base * r**(ell + 2), axis=-1)
    outside_low = np.sum(base * r**(1.0 - ell), axis=-1)
    total = radial_moment(name, ell) if ell else 0.0
    return (total - outside_high) / R**(ell + 1) + R**ell * outside_low


# Wave functions: normalization and orthogonality.
r_wide, w_wide = composite_nodes(0, 120, 60, 20)
for name, (n, ell, function) in LEVELS.items():
    assert abs(np.sum(w_wide * (r_wide * function(r_wide))**2) - 1) < 1e-10
    if ell == 0:
        assert abs(radial_moment(name, 0)) < 1e-12
for a, b in (("2s", "3s"), ("2p", "3p")):
    product = LEVELS[a][2](r_wide) * LEVELS[b][2](r_wide)
    assert abs(np.sum(w_wide * r_wide**2 * product)) < 1e-10

# Closed hydrogen form factors against radial quadrature.
q_test = np.array([0.05, 0.3, 1.0, 2.5])
closed_2s = 2**17 * q_test**4 / (4 * q_test**2 + 9)**6
closed_2p = 9 * 2**15 * q_test**2 / (4 * q_test**2 + 9)**6
assert np.allclose(squared_form_factor("2s", q_test), closed_2s,
                   rtol=1e-8, atol=0)
assert np.allclose(squared_form_factor("2p", q_test), closed_2p,
                   rtol=1e-8, atol=0)

# Fourier transform of the transition potential equals 4 pi F/q^2.
R_max = 40.0
R, wR = composite_nodes(0, R_max, 40, 16)
for name in ("2s", "2p"):
    ell = LEVELS[name][1]
    potential = transition_potential(name, R)
    for q in (0.5, 1.5):
        integral = np.sum(wR * R**2 * spherical_jn(ell, q * R) * potential)
        if ell == 1:  # analytic integral of the dipole tail beyond R_max
            integral += (radial_moment(name, 1)
                         * spherical_jn(0, q * R_max) / q)
        from_potential = q**2 * integral / (2 * ell + 1)
        direct = radial_form_factor(name, np.array([q]))[0]
        assert abs(from_potential - direct) < 1e-8
tail_ratio = (transition_potential("2p", np.array([20.0]))[0] * 20.0**2
              / radial_moment("2p", 1))
assert abs(tail_ratio - 1) < 1e-8

# Asymptotic coefficients against angular integration, five transitions.
coefficients = {name: bethe_coefficients(name) for name in LEVELS}
high_energy = 1000.0
measured_C = {}
for name, c in coefficients.items():
    remainder = (high_energy * born_cross_section(high_energy, name)
                 - c["A"] * np.log(high_energy) - c["B"])
    measured_C[name] = high_energy * remainder
    assert abs(measured_C[name] - c["C"]) < 5e-4  # next order is about 1/E

# Closed coefficients for the n = 2 levels.
p, s = coefficients["2p"], coefficients["2s"]
assert abs(p["f0"] - 2**13 / 3**9) < 1e-11
assert abs(p["B"] - p["A"] * (np.log(32) - 137 / 60)) < 1e-8
assert abs(s["B"] - 2**16 * np.pi / (5 * 3**10)) < 1e-8
assert abs(p["C"]) < 1e-10

# Straight-line impact-parameter theory gives the same 2s coefficient.
b, wb = composite_nodes(0, 30, 12, 14)
distance = np.sqrt(b[:, None]**2 + b[None, :]**2)
line_integral = 2 * transition_potential("2s", distance) @ wb
B_impact = np.pi * np.sum(wb * b * line_integral**2)
assert abs(B_impact - s["B"]) < 1e-6

# Growth of E*sigma: logarithmic slope and its origin at small q.
energies = (10.0, 100.0, 1000.0)
sigma = {(name, E): born_cross_section(E, name)
         for name in ("2p", "2s") for E in energies}
slope = {name: (1000 * sigma[name, 1000.0] - 100 * sigma[name, 100.0])
         / np.log(10) for name in ("2p", "2s")}
assert abs(slope["2p"] - p["A"]) < 1e-4
assert abs(slope["2s"]) < 1e-3
q_split = 0.3
low = {(name, E): E * born_cross_section(E, name, q_split)
       for name in ("2p", "2s") for E in (100.0, 1000.0)}
high = {key: key[1] * sigma[key] - low[key] for key in low}
for name in ("2p", "2s"):
    assert abs(high[name, 100.0] - high[name, 1000.0]) < 1e-7

# Printed numbers.
bohr_pm = physical_constants["Bohr radius"][0] * 1e12
hartree_ev = physical_constants["Hartree energy in eV"][0]
print("Hydrogen from 1s; hartree atomic units unless stated")
for name, c in coefficients.items():
    print(f"{name}: w = {excitation_energy(name):.6f} hartree, "
          f"f0 = {c['f0']:.6f}, f1 = {c['f1']:.6f} a0^2, L = {c['L']:.6f}")
    print(f"{name}: A = {c['A']:.6f}, B = {c['B']:.6f} hartree a0^2, "
          f"C = {c['C'] + 0.0:.5f} hartree^2 a0^2")
    print(f"{name}: C from angular integration at E = 1000: "
          f"{measured_C[name]:.5f} hartree^2 a0^2")
print(f"2s: B from impact parameters = {B_impact:.6f} hartree a0^2")
print(f"2p potential times R^2 / dipole moment at R = 20 a0: "
      f"{tail_ratio:.6f}")
for E in energies:
    for name in ("2p", "2s"):
        c = coefficients[name]
        bethe = (c["A"] * np.log(E) + c["B"]) / E
        deviation = 100 * (bethe / sigma[name, E] - 1)
        print(f"E = {E:.0f} hartree, {name}: Born {sigma[name, E]:.8f}, "
              f"Bethe {bethe:.8f} a0^2, deviation {deviation:.5f} %")
    print(f"E = {E:.0f} hartree: ratio 2p/2s (Born) = "
          f"{sigma['2p', E] / sigma['2s', E]:.4f}")
for name in ("2p", "2s"):
    print(f"{name}: slope of E*sigma in ln E, 100 to 1000 hartree: "
          f"{slope[name]:.6f} hartree a0^2")
    for E in (100.0, 1000.0):
        print(f"{name}, E = {E:.0f}: E*sigma below q = {q_split} is "
              f"{low[name, E]:.6f}, above {high[name, E]:.6f} hartree a0^2")
w = excitation_energy("2p")
for E in (100.0, 1000.0):
    k, k_out = np.sqrt(2 * E), np.sqrt(2 * (E - w))
    print(f"E = {E:.0f}, n = 2: q_min = {2 * w / (k + k_out):.6f}, "
          f"q_max = {k + k_out:.4f} 1/a0")
print(f"E = 100 hartree = {100 * hartree_ev:.1f} eV, "
      f"speed/c = {np.sqrt(200) * fine_structure:.4f}")
for name in ("2p", "2s"):
    print(f"{name}: Born cross section at 100 hartree = "
          f"{sigma[name, 100.0] * bohr_pm**2:.3f} pm^2")
print("verified")
```

Running it gives:

```
Hydrogen from 1s; hartree atomic units unless stated
2s: w = 0.375000 hartree, f0 = 0.000000, f1 = 0.184976 a0^2, L = 0.083239
2s: A = 0.000000, B = 0.697344 hartree a0^2, C = -0.10896 hartree^2 a0^2
2s: C from angular integration at E = 1000: -0.10897 hartree^2 a0^2
2p: w = 0.375000 hartree, f0 = 0.416197, f1 = -1.109858 a0^2, L = -0.612809
2p: A = 3.486721, B = 4.122708 hartree a0^2, C = -0.00000 hartree^2 a0^2
2p: C from angular integration at E = 1000: -0.00001 hartree^2 a0^2
3s: w = 0.444444 hartree, f0 = 0.000000, f1 = 0.029663 a0^2, L = 0.019587
3s: A = 0.000000, B = 0.138453 hartree a0^2, C = -0.02071 hartree^2 a0^2
3s: C from angular integration at E = 1000: -0.02071 hartree^2 a0^2
3p: w = 0.444444 hartree, f0 = 0.079102, f1 = -0.088989 a0^2, L = -0.074835
3p: A = 0.559136, B = 0.765425 hartree a0^2, C = -0.06213 hartree^2 a0^2
3p: C from angular integration at E = 1000: -0.06213 hartree^2 a0^2
3d: w = 0.444444 hartree, f0 = 0.000000, f1 = 0.059326 a0^2, L = 0.015067
3d: A = 0.000000, B = 0.106502 hartree a0^2, C = -0.04142 hartree^2 a0^2
3d: C from angular integration at E = 1000: -0.04142 hartree^2 a0^2
2s: B from impact parameters = 0.697344 hartree a0^2
2p potential times R^2 / dipole moment at R = 20 a0: 1.000000
E = 10 hartree, 2p: Born 1.21511283, Bethe 1.21511813 a0^2, deviation 0.00044 %
E = 10 hartree, 2s: Born 0.06863444, Bethe 0.06973443 a0^2, deviation 1.60268 %
E = 10 hartree: ratio 2p/2s (Born) = 17.7041
E = 100 hartree, 2p: Born 0.20179654, Bethe 0.20179654 a0^2, deviation 0.00000 %
E = 100 hartree, 2s: Born 0.00696254, Bethe 0.00697344 a0^2, deviation 0.15664 %
E = 100 hartree: ratio 2p/2s (Born) = 28.9832
E = 1000 hartree, 2p: Born 0.02820813, Bethe 0.02820813 a0^2, deviation 0.00000 %
E = 1000 hartree, 2s: Born 0.00069724, Bethe 0.00069734 a0^2, deviation 0.01563 %
E = 1000 hartree: ratio 2p/2s (Born) = 40.4571
2p: slope of E*sigma in ln E, 100 to 1000 hartree: 3.486722 hartree a0^2
2p, E = 100: E*sigma below q = 0.3 is 16.135540, above 4.044114 hartree a0^2
2p, E = 1000: E*sigma below q = 0.3 is 24.164013, above 4.044114 hartree a0^2
2s: slope of E*sigma in ln E, 100 to 1000 hartree: 0.000426 hartree a0^2
2s, E = 100: E*sigma below q = 0.3 is 0.123087, above 0.573166 hartree a0^2
2s, E = 1000: E*sigma below q = 0.3 is 0.124069, above 0.573166 hartree a0^2
E = 100, n = 2: q_min = 0.026541, q_max = 28.2577 1/a0
E = 1000, n = 2: q_min = 0.008386, q_max = 89.4343 1/a0
E = 100 hartree = 2721.1 eV, speed/c = 0.1032
2p: Born cross section at 100 hartree = 565.088 pm^2
2s: Born cross section at 100 hartree = 19.497 pm^2
verified
```
